# Low-Temperature Heat Capacity of a Classical Morse Oscillator

## Problem

A particle of mass $M$ moves on a line in the Morse potential

$$V(x)=D\left(1-e^{-ax}\right)^2 ,$$

with no external force. It is in thermal equilibrium at temperature $T$, obeys classical statistics, and is bound: only states with energy $E<D$ count.

(a) Find the leading correction, in powers of $t=kT/D$, to the harmonic heat capacity $C=k$.

(b) Evaluate it for $D=2.0$ eV, $a=12$ nm$^{-1}$ and $T=600$ K, rough round values for the motion of a lead adatom normal to a tungsten surface. Which neglected effects matter?

The restriction to bound states is needed. Since $V\to D$ as $x\to\infty$, the integral of $e^{-V/kT}$ over the whole line diverges. A wall at a fixed position well outside the well serves equally: it changes the result by terms exponentially small in $1/t$, which affect no coefficient of a power series in $t$.

## A tempting solution

Use $q=ax$ and $v=V/D$. From $1-e^{-q}=q-q^2/2+q^3/6-\dots$, squaring gives

$$v=q^2-q^3+\left(\tfrac14+\tfrac13\right)q^4+\dots=q^2-q^3+\tfrac{7}{12}q^4+\dots$$

The quadratic term is the harmonic oscillator. Its Boltzmann weight $e^{-q^2/t}$ is a Gaussian with $\langle q^2\rangle_0=t/2$ and $\langle q^4\rangle_0=3t^2/4$. The anharmonic terms are small, so treat them to first order:

$$\frac{Z}{Z_0}\approx 1-\frac1t\left\langle -q^3+\tfrac7{12}q^4\right\rangle_0 .$$

The cubic average vanishes because $q^3$ is odd. What remains is

$$\frac{Z}{Z_0}\approx1-\frac{7}{12}\cdot\frac{3t}{4}=1-\frac{7}{16}t .$$

To pass from $Z$ to $C$, use $U=kT^2\,d\ln Z/dT$. A term $ct$ in $\ln Z$, with $c$ constant, adds

$$\Delta U=kT^2\,\frac{ck}{D}=c\,\frac{(kT)^2}{D},\qquad \Delta C=\frac{d\,\Delta U}{dT}=2ck\,t. \tag{1}$$

With $c=-7/16$ the answer would be $C=k(1-\tfrac78t)$: anharmonicity would lower the heat capacity.

## Where it fails

The Gaussian averages are right, and so is equation (1). The fault is the phrase "to first order". The question asks for first order in $t$; the calculation stopped at first order in the anharmonic potential. These are different orderings.

At temperature $T$ the typical displacement is $q\sim\sqrt t$. In the exponent $-v/t$, the cubic term is therefore of size $q^3/t\sim\sqrt t$, and the quartic term of size $q^4/t\sim t$. The cubic term is the larger one. Its first power averages to zero, but its square is of order $t$, the same as the first power of the quartic term. Dropping the square while keeping the quartic is inconsistent.

The expression $1-\frac78t$ is the correct first-order result for a different potential, $q^2+\frac7{12}q^4$, which is stiffer than a parabola on both sides.

## Correct solution of (a)

Set $q=\sqrt t\,y$, so that the harmonic weight becomes $e^{-y^2}$ and every power of $t$ is visible:

$$e^{-v/t}=e^{-y^2}\exp\left(\sqrt t\,y^3-\tfrac7{12}t\,y^4+O(t^{3/2})\right).$$

Expand the second exponential, keeping all terms through order $t$:

$$\exp(\dots)=1+\sqrt t\,y^3+t\left(\tfrac12y^6-\tfrac7{12}y^4\right)+O(t^{3/2}).$$

The half-integer powers of $t$ multiply odd polynomials in $y$ and integrate to zero, so the next surviving correction is of order $t^2$.

The moments follow by integration by parts. Because $y\,e^{-y^2}=-\frac12\,d(e^{-y^2})/dy$,

$$\langle y^{n+2}\rangle_0=\frac{n+1}{2}\langle y^n\rangle_0 ,$$

which gives $\langle y^2\rangle_0=\frac12$, $\langle y^4\rangle_0=\frac32\cdot\frac12=\frac34$ and $\langle y^6\rangle_0=\frac52\cdot\frac34=\frac{15}8$. Therefore

$$\frac{Z}{Z_0}=1+t\left(\frac{15}{16}-\frac{7}{16}\right)+O(t^2)=1+\frac t2+O(t^2).$$

Apart from exponentially small terms due to the cut $E<D$, the momentum integral is the same in $Z$ and $Z_0$ and cancels in the ratio. The harmonic partition function $Z_0\propto T$ supplies $U_0=kT$, half of it kinetic. Equation (1) with $c=\frac12$ gives

$$\boxed{C=k\left(1+\frac{kT}{D}\right)+O(t^2)}$$

The cubic term contributes $+\frac{15}8t$ and the quartic term $-\frac78t$. Their signs have a direct reading. Averaging the weights at $+y$ and $-y$ turns the cubic factor $\exp(\sqrt t\,y^3)$ into $\cosh(\sqrt t\,y^3)\ge1$: the configurations gained on the soft outer side outweigh those lost on the hard inner side, increasingly so as $T$ rises. The positive quartic term reduces the weight on both sides.

The same asymmetry moves the mean position outward. To leading order,

$$\langle q\rangle=\sqrt t\left\langle y\left(1+\sqrt t\,y^3\right)\right\rangle_0=t\langle y^4\rangle_0=\frac{3t}4,\qquad \langle x\rangle=\frac{3kT}{4aD}.$$

Direct quadrature of the Boltzmann integrals, extrapolated to $t\to0$, tests the two parts separately. The potential $q^2-q^3$, cut at its barrier top $q=2/3$, gives a coefficient of 1.8749; the potential $q^2+\frac7{12}q^4$ gives $-0.8750$; the full Morse potential gives 1.00000.

## A second route, through the orbits

The result can be obtained without expanding the potential. Let $\varepsilon=E/D$ and let $\omega_0=a\sqrt{2D/M}$ be the small-amplitude frequency. Energy conservation gives $dq/d(\omega_0\,\mathrm{time})=\pm\sqrt{\varepsilon-v}$, so the period $\tau$ satisfies

$$\omega_0\tau=2\int\frac{dq}{\sqrt{\varepsilon-(1-e^{-q})^2}}$$

between the turning points. Substitute $w=e^q$, $dq=dw/w$, and take the factor $1/w$ out of the root:

$$\omega_0\tau=2\int_{w_1}^{w_2}\frac{dw}{\sqrt{-(1-\varepsilon)w^2+2w-1}}=\frac{2\pi}{\sqrt{1-\varepsilon}} .$$

The last step uses $\int_{w_1}^{w_2}dw/\sqrt{A(w-w_1)(w_2-w)}=\pi/\sqrt A$, with $w_1,w_2$ the roots and $A=1-\varepsilon$.

The phase-space area enclosed by an orbit is $\oint p\,dx$. Its derivative with respect to $E$ is $\oint dx/(p/M)=\tau$, so the density of states is proportional to the period. With $E=kTz$,

$$Z\propto\int_0^D\frac{e^{-E/kT}}{\sqrt{1-E/D}}\,dE=kT\int_0^{1/t}\frac{e^{-z}}{\sqrt{1-tz}}\,dz .$$

Expand the root as $1+\frac12tz+\frac38t^2z^2+\dots$ and use $\int_0^\infty e^{-z}z^n\,dz=n!$. Moving the upper limit to infinity in each term costs an exponentially small amount. Then

$$Z\propto kT\left(1+\frac t2+\frac{3t^2}4+\dots\right).$$

The logarithm of the bracket is $\frac t2+\left(\frac34-\frac18\right)t^2=\frac t2+\frac58t^2$. Since $U/kT=t\,d\ln Z/dt$,

$$\frac UD=t+\frac{t^2}2+\frac{5t^3}4+\dots,\qquad \frac Ck=\frac{d(U/D)}{dt}=1+t+\frac{15}4t^2+\dots$$

This confirms the first-order term and supplies the second. It also explains the sign: higher orbits are slower, the density of states grows with energy, and heating the particle opens more states than it would in a parabola. The factor $n!$ makes the series asymptotic, so it is useful at small $t$ but does not converge.

## Solution of (b)

At 600 K, $kT=51.70$ meV, and

$$t=\frac{0.05170\ \text{eV}}{2.0\ \text{eV}}=0.02585 .$$

The cubic part is $1.875\times0.02585=+0.0485$ and the quartic part $-0.875\times0.02585=-0.0226$. Their sum gives $C/k=1.0259$, or $C=88.4\ \mu$eV/K for this one coordinate. The tempting solution would have given $1-0.0226=0.9774$.

The full bound integral gives $1.0287$. The second-order term, $\frac{15}4t^2=0.0025$, accounts for most of the difference from first order. The first-order correction falls short of the full classical one by about 5% at 300 K, 10% at 600 K and 15% at 900 K, following the ratio $\frac{15}4t$ of the second term to the first. The mean outward shift is 1.62 pm from the leading formula and 1.69 pm from the full integral.

**Quantum statistics.** A harmonic oscillator has $C/k=(z/\sinh z)^2$ with $z=\hbar\omega_0/2kT$. For small $z$, $\sinh z/z\approx1+z^2/6$, so the correction is $-z^2/3=-(\hbar\omega_0/kT)^2/12$. Here $\hbar\omega_0=10.78$ meV, and the correction is $-0.0036$; diagonalizing the Morse Hamiltonian gives the same value to this accuracy. As long as $kT$ stays well above $\hbar\omega_0$, it grows nearly as $1/T^2$ on cooling; at 300 K it is about $-0.0144$, larger in size than the full classical anharmonic correction, $+0.0136$. The classical formula then no longer gives even the sign of the deviation from $k$.

**Motion of the substrate.** Let the surface atom have displacement $y_s$ in a harmonic site, and let the bond energy be $V(x-y_s)$. Changing variables from $x$ to $x-y_s$, with unit Jacobian, factorizes the classical configuration integral. The bond term in $C$ is unchanged.

The quantum correction does change. For coupled harmonic modes its leading form is $-(\hbar/kT)^2\sum_i\omega_i^2/12$, and the sum is the trace of the mass-weighted stiffness matrix. A bond of stiffness $K$ adds $K/M+K/M_W$ to that trace, where $M_W$ is the tungsten mass. The rigid-substrate correction is thus multiplied by $1+M/M_W=1+207.2/183.84=2.13$. With one tungsten atom whose site quantum is taken as 20 meV, the mode frequencies give $-0.0076$, about 29% of the first-order anharmonic term.

**Lateral motion.** Suppose, as an illustration, that the stiffness of both lateral vibrations falls as $e^{-q}$ when the adatom rises. Each lateral Gaussian integral is proportional to the inverse root of its stiffness, so the two together multiply the weight by $e^q$. To first order in $t$,

$$\langle e^q\rangle=1+\langle q\rangle+\tfrac12\langle q^2\rangle=1+\tfrac34t+\tfrac14t=1+t .$$

Equation (1) with $c=1$ then adds $2t$ to $C/k$, twice the effect found in (a). The full integral at 600 K, with a wall at $q=5$ ($x=0.42$ nm), gives $+0.062$. The cut matters more here than in (a), because the weight $e^q$ keeps growing outward: a wall more than about 2 nm out would already change this value.

**Escape.** The bound state must last long enough to have a heat capacity. The one-way thermal flux over the rim, divided by the bound configuration integral, is

$$\Gamma=\sqrt{\frac{kT}{2\pi M}}\,\frac{e^{-D/kT}}{\int e^{-V/kT}dx}\approx\sqrt{\frac{kT}{2\pi M}}\,\frac{a\,e^{-D/kT}}{\sqrt{\pi t}}=\frac{\omega_0}{2\pi}e^{-D/kT},$$

where the integral was replaced by its harmonic value $\sqrt{\pi t}/a$. If every outward crossing is an escape, $\Gamma\approx4\times10^{-5}$ s$^{-1}$, a mean bound time of about 7 h. Both depend exponentially on the rough value of $D$: a change of 0.1 eV alters them by a factor of about 7.

If instead the particle reaches equilibrium on a line of length $L$, the flat region has relative weight $P\approx aL\,e^{-1/t}/\sqrt{\pi t}$. An energy jump of about $D$ with small probability $P$ has variance $PD^2$ and adds about $P/t^2$ to $C/k$. For $L=1$ mm this is $10^{-6}$. This estimate holds only while $P$ is small. At any fixed $T$, a sufficiently distant wall makes $P$ so large that the particle is almost always free, and $C$ then tends to $k/2$. This is why the wall must be fixed before $T$ is lowered.

**The real adatom.** The parameters describe a heavy metal atom bound by a couple of electronvolts; they are not fitted to lead on tungsten. With the softening assumed above, the coupling of the normal coordinate to the lateral ones is the largest of the effects estimated here at 600 K; its size depends on how fast the lateral stiffness really falls. In that illustration, it moves the deviation of $C/k$ from its harmonic value from about $0.03$ to about $0.09$. The lateral wells are themselves anharmonic, and this was left out: a cosine corrugation with barrier $E_b$ adds $kT/2E_b$ per lateral direction to $C/k$ at leading order, and the full classical integral over both directions at 600 K gives about $+0.17$ for $E_b=0.5$ eV and $+0.06$ for $E_b=1.0$ eV, as large as the coupling or larger. Interactions between adatoms are also left out and have not been sized. The value $1.03$ therefore belongs to the one-dimensional classical model, not to the measured heat capacity of an adsorbed layer. The numerical output below lists the inputs and the main results.

## Values computed for the example and the checks

```
LOW-TEMPERATURE COEFFICIENTS OF C/k (dimensionless)
cubic part: theory 1.8750, quadrature 1.8749
quartic part: theory -0.8750, quadrature -0.8750
full Morse, first order, quadrature: 1.00000
full Morse, second order, quadrature: 3.7498
EXAMPLE INPUTS (rough round values, Pb adatom on W)
well depth D = 2.0 eV, range a = 12.0 1/nm
temperature = 600 K, adatom mass = 207.2 u
substrate atom mass = 183.84 u, site quantum = 20 meV
EXAMPLE RESULTS
kT = 51.70 meV
oscillator quantum hbar w0 = 10.78 meV
t = kT/D = 0.02585
cubic contribution to C/k = +0.04847
quartic contribution to C/k = -0.02262
C/k to first order = 1.02585
C/k to second order = 1.02836
C/k, full bound classical integral = 1.02874
C to first order = 88.401 microeV/K
mean outward shift, full = 1.687 pm
mean outward shift, 3t/(4a) = 1.616 pm
TEMPERATURE TABLE: T (K), t, first-order C/k, full C/k
300  0.01293  1.01293  1.01360
600  0.02585  1.02585  1.02874
900  0.03878  1.03878  1.04584
NEGLECTED EFFECTS AT THE EXAMPLE TEMPERATURE (change of C/k)
orders beyond the first = +0.00289
quantum, rigid substrate, diagonalization = -0.00361
quantum, rigid substrate, -(hbar w0/kT)^2/12 = -0.00362
quantum, recoiling substrate atom = -0.00761
coupling to two softening lateral modes = +0.06159
lateral coupling, low-T coefficient of t = 2.0000
classical escape rate = 4.08e-05 1/s
mean bound time = 6.80 h
escaped weight in a 1 mm line = 6.7e-10
its equilibrium effect on C/k = 1.0e-06
```
